# Gap Levels of an Ideal Vacancy from the Host Green Function

**Q.** You want the levels of a crystal with one atom missing, and you propose to find them from the perfect crystal. What exactly is being removed?

**A.** A set $v$ of $n_v$ orbitals, all those on one atom. The other orbitals form the set $R$. The basis is orthonormal, and the one-electron Hamiltonian of the perfect crystal, with hopping of finite range, is

$$H=\begin{pmatrix}H_{vv}&H_{vR}\\ H_{Rv}&H_{RR}\end{pmatrix}.$$

"Ideal" means that every matrix element within $R$ keeps its host value: the neighbours do not move and charge does not rearrange. The vacancy crystal is then $H_{RR}$, and its levels obey $H_{RR}\psi=E\psi$. Cutting the bonds $H_{vR}$ would be a different problem, since it leaves an isolated atom whose levels also appear in the spectrum.

I take $E$ real and inside a gap of $H$. Then $E-H$ has a bounded inverse, the host Green function $G(E)=(E-H)^{-1}$. Everything is an energy or an inverse energy, so $\hbar$, $m$ and $e$ do not enter the derivation.

**Q.** But $G$ knows nothing of the vacancy. How can it contain the vacancy's levels?

**A.** Take a bound state $\psi$ of $H_{RR}$ and extend it to the full crystal by setting it to zero on $v$. Apply $E-H$. The rows in $R$ give $(E-H_{RR})\psi=0$. The rows in $v$ give $-H_{vR}\psi$, which I call $f$. Hence

$$(E-H)\psi=f,\qquad f \text{ nonzero on } v \text{ alone}.$$

Multiplying by $G$ gives $\psi=Gf$. Its components on $v$ are $G_{vv}f$, and these vanish because $\psi$ was extended by zero:

$$G_{vv}(E)\,f=0 .$$

Could $f$ be zero? Then $(E-H)\psi=0$ with $\psi\neq0$, so $E$ would be a host eigenvalue, which a gap energy is not. So $G_{vv}$ has a null vector, and $\det G_{vv}(E)=0$.

Physically, $f$ is a source on the missing site. At a level, it excites a response in the perfect crystal that vanishes on that site, so removing the site does not disturb the response.

**Q.** That shows that each level gives a zero. A zero might still be spurious.

**A.** Start from $G_{vv}f=0$ with $f\neq0$ and define $\psi=Gf$. It is normalizable because $G$ is bounded, and nonzero because $(E-H)\psi=f\neq0$. Its part on $v$ is $G_{vv}f=0$, so it lives on $R$. The $R$ rows of $(E-H)\psi=f$ have zero on the right, and therefore $(E-H_{RR})\psi=0$. It is a vacancy state.

The maps $f\mapsto Gf$ and $\psi\mapsto(E-H)\psi$ undo each other, so they pair null vectors with bound states one to one. The result is

$$E\ \text{is a gap level of } H_{RR}\iff \det G_{vv}(E)=0,$$

with degeneracy $\dim\ker G_{vv}(E)$.

**Q.** In an infinite crystal a spectrum need not consist of eigenvalues. Could removing the atom put a continuum into the gap?

**A.** No. Suppose $G_{vv}(E)$ is invertible, and try to solve $(E-H_{RR})\phi=g$ for any $g$ on $R$. Extending $\phi$ by zero gives $(E-H)\phi=g+f$, with an unknown $f$ on $v$, so $\phi=Gg+Gf$. The condition $\phi_v=0$ reads $G_{vR}\,g+G_{vv}f=0$, hence $f=-G_{vv}^{-1}G_{vR}\,g$. Inserting this,

$$(E-H_{RR})^{-1}=G_{RR}-G_{Rv}\,G_{vv}^{-1}\,G_{vR}.$$

The right side is bounded, so $E$ is not in the spectrum of $H_{RR}$. The gap contains the zeros of the determinant and nothing else.

**Q.** Where did you need orthogonality, and what happens if $E$ is not in a gap?

**A.** Orthogonality makes $E$ multiply the unit matrix, so the coupling between $v$ and $R$ is $-H_{vR}$, without an overlap term proportional to $E$. This simplifies the derivation but is not essential: with an overlap matrix $O$, the same steps give the same determinant condition for $G=(EO-H)^{-1}$.

The gap condition cannot be dropped. Take three sites in a row with zero site energy and hopping $t$, and remove the middle one. Two isolated sites remain, so $E=0$ is doubly degenerate. The host levels are $0$ and $\pm\sqrt2\,t$. The first has a node on the middle site and the other two have weight $\tfrac12$ there, so

$$G_{22}=\frac12\left(\frac1{E-\sqrt2t}+\frac1{E+\sqrt2t}\right)=\frac{E}{E^2-2t^2}.$$

This has a single zero at $E=0$, where the true degeneracy is two. The host state with the node survives the removal, but $G_{22}$ cannot see it. Inside the band of an infinite crystal, $E-H$ has no bounded inverse to start from, and the vacancy generally produces resonances there instead of bound levels.

**Q.** How many levels can a gap hold?

**A.** Differentiating $(E-H)G=1$ gives $G+(E-H)G'=0$, so $G'=-G^2$. For any nonzero $f$ on $v$,

$$f^\dagger G_{vv}'f=-f^\dagger G^2f=-\lVert Gf\rVert^2<0 .$$

Every ordered eigenvalue of the Hermitian matrix $G_{vv}$ therefore falls as $E$ rises through the gap. Each can cross zero at most once, which allows at most $n_v$ levels, counted with degeneracy. An eigenvalue that keeps its sign gives none. The same line fixes the norm: $\langle\psi|\psi\rangle=-f^\dagger G_{vv}'f$.

**Q.** Can you count electrons too?

**A.** Yes, in a finite periodic cell. Write $E-H$ in blocks, with $D=E-H_{RR}$, and eliminate $R$ where $D$ is invertible. The remaining block on $v$ is

$$S=E-H_{vv}-H_{vR}D^{-1}H_{Rv}=G_{vv}^{-1}.$$

The elimination has unit determinant, so $\det(E-H)=\det D\,\det S$, or

$$\det(E-H_{RR})=\det(E-H)\,\det G_{vv}(E).$$

Continuity extends this to the energies where $D$ is singular, as long as $E$ is not a host level. The elimination is also a congruence, which preserves the number of positive eigenvalues. For $E-H$ that number is $N_H(E)$, the number of host levels below $E$; for $D$ it is $N_R(E)$. A matrix and its inverse have eigenvalues of the same sign, so at any $E$ that is neither a host level nor a vacancy level

$$N_R(E)=N_H(E)-n_+\!\left(G_{vv}(E)\right),$$

where $n_+$ counts positive eigenvalues.

**Q.** Show me a case I can do by hand.

**A.** Take an infinite chain of A and B sites with energies $\varepsilon_A,\varepsilon_B$ and alternating positive bonds: $t_1$ within a cell, $t_2$ between cells. Inverting the $2\times2$ Bloch matrix gives

$$G_{AA}(k)=\frac{E-\varepsilon_B}{D_0-t_1^2-t_2^2-2t_1t_2\cos k},\qquad D_0=(E-\varepsilon_A)(E-\varepsilon_B).$$

In the gap, $D_0<(t_1-t_2)^2$, so $a=t_1^2+t_2^2-D_0$ exceeds $b=2t_1t_2$. The average of $1/(a+b\cos k)$ over $k$ is $1/\sqrt{a^2-b^2}$, and

$$G_{AA}=-\frac{E-\varepsilon_B}{\sqrt{(t_1^2+t_2^2-D_0)^2-4t_1^2t_2^2}} .$$

Removing one A atom gives a level at $E=\varepsilon_B$. There $D_0=0$, which lies in the gap provided $t_1\neq t_2$. If $t_1=t_2$, the energy $\varepsilon_B$ is not inside a gap and the theorem does not apply.

The state has no amplitude on A sites. The equation at the A site of cell $n$ is then $t_1B_n+t_2B_{n-1}=0$, so $B_n/B_{n-1}=-t_2/t_1$. For $t_1>t_2$ it decays away from the vacancy on the side where the strong bond was cut. With $\varepsilon_{A,B}=\pm0.5$ eV, $t_1=1.5$ eV and $t_2=1.0$ eV, the gap runs from $-0.707$ to $0.707$ eV. Diagonalizing a ring without one A atom gives a level at $-0.5000$ eV and a ratio of $-0.6667$, as derived.

**Q.** A chain is easy. What about a tetrahedral semiconductor?

**A.** Take the diamond lattice with $s$, $p_x$, $p_y$, $p_z$ and an excited $s^*$ orbital on each atom, so $n_v=5$. The site energies are $-4.2$, $1.7$ and $6.7$ eV for $s$, $p$ and $s^*$. Hopping joins nearest neighbours. For a bond from sublattice A to B whose direction has component signs $\sigma_\alpha=\pm1$, the elements are

$$\langle s|H|s\rangle=\tfrac{V_{ss}}4,\quad \langle s|H|p_\alpha\rangle=\tfrac{\sigma_\alpha V_{sp}}4,\quad \langle p_\alpha|H|p_\alpha\rangle=\tfrac{V_{xx}}4,\quad \langle p_\alpha|H|p_\beta\rangle=\tfrac{\sigma_\alpha\sigma_\beta V_{xy}}4 .$$

The $s^*$–$p$ element has the form of $s$–$p$ with $V_{s^*p}$, and the sign reverses when the $p$ orbital is on A. Elements between $s^*$ and $s$ or $s^*$ are zero. I use $V_{ss}=-8.3$, $V_{xx}=1.7$, $V_{xy}=4.6$, $V_{sp}=5.7$ and $V_{s^*p}=5.4$ eV. These are rounded from values in common use for silicon. The valence top lies at $E_p-V_{xx}=0$, and the gap is 1.13 eV.

**Q.** Must I then find zeros of a $5\times5$ determinant?

**A.** Symmetry splits it. A twofold rotation about $z$ reverses $p_x$ and leaves $s$ and $s^*$ alone, so elements between them vanish; the other axes do the same for $p_y$ and $p_z$. A twofold rotation about $x$ reverses $p_y$ but not $p_x$, so $G_{xy}=0$, and likewise for the other pairs. Threefold rotations make the three diagonal $p$ elements equal. Thus

$$\det G_{vv}=G_p^3\,\left(G_{ss}G_{s^*s^*}-|G_{ss^*}|^2\right).$$

A zero of $G_p$ is a threefold T$_2$ level. A simple zero of the bracket is an A$_1$ level. For $G_p$ the meaning is plain from the sum over host states,

$$G_p(E)=\frac1N\sum_{n\mathbf k}\frac{|u_{p,n\mathbf k}|^2}{E-\varepsilon_{n\mathbf k}},$$

where $N$ is the number of cells and $u$ the amplitude on the $p$ orbital. Valence states contribute positive terms and conduction states negative ones. The level sits where they cancel.

**Q.** Does direct removal of an atom agree?

**A.** A sum over an $N_1^3$ mesh of wave vectors is the Green function of a periodic cell of $2N_1^3$ atoms, so the comparison needs no extrapolation. For 128 sites, the zeros of $G_{vv}$ are at 0.341736 eV and, three times, 0.529845 eV. Diagonalizing the real-space cell without one atom gives the same four values to every digit shown. The 250-site cell agrees equally well, at 0.398778 and 0.505787 eV.

For the isolated vacancy the mesh must grow. From $8^3$ to $28^3$ points the T$_2$ level goes from 0.4900 to 0.4879 eV and the A$_1$ level from 0.4320 to 0.4361 eV. You can check the first from two values of $G_p$: $+0.02552$ eV$^{-1}$ at 0.3333 eV and $-0.01311$ eV$^{-1}$ at 0.5666 eV. Linear interpolation gives

$$E\approx0.3333+0.2333\times\frac{0.02552}{0.02552+0.01311}=0.487\ \text{eV}.$$

So T$_2$ lies 0.49 eV above the valence top and 0.65 eV below the conduction edge.

**Q.** Who occupies these levels?

**A.** In the 250-site cell there are 500 valence states before removal. Just above the valence top, four eigenvalues of $G_{vv}$ are positive, one for each gap state, so 496 valence states remain. With four valence electrons per atom, the neutral cell has $4\times249=996$ electrons. The valence states hold $2\times496=992$, leaving four. Filling the lowest levels first puts two in A$_1$ and two in T$_2$.

**Q.** Could I picture the vacancy as a very repulsive atom instead?

**A.** Add an energy $U$ to every orbital in $v$. A gap state obeys $(E-H)\psi=U\psi_v$, so $\psi_v=UG_{vv}\psi_v$. Here $\psi_v\neq0$, since otherwise $\psi=0$. Therefore

$$\det\left(1-UG_{vv}\right)=0,$$

which means that an eigenvalue of $G_{vv}$ equals $1/U$. As $U\to\infty$ this becomes the vacancy condition. The five removed orbitals have not been lost: far above the bands $G_{vv}\approx1/E$, which gives five further states near $E=U$.

Expanding $G_p$ about the T$_2$ level $E_0$, where it vanishes, gives $G_p'(E_0)(E_U-E_0)\approx1/U$. With $G_p'=-0.1647$ eV$^{-2}$ and $U=1000$ eV, the shift is $1/(1000\times(-0.1647))=-0.00607$ eV, and the full condition gives $-0.006074$ eV. At $U=100$ eV the shift is still $-0.061$ eV, so even a large site energy is a noticeably imperfect vacancy. The A$_1$ level is more sensitive: in the 250-site cell it shifts by $-0.036$ eV even at $U=1000$ eV.

**Q.** Are these just the dangling bonds?

**A.** Largely. The T$_2$ state $\psi=Gf$ has 65% of its weight on the four neighbours and 59% in their $sp^3$ hybrids pointing at the empty site. With a rough lattice constant of 0.54 nm, 98% lies within 1 nm. The A$_1$ state is similar, with 67% on the neighbours and 60% in the hybrids.

**Q.** Then may I quote 0.49 eV for silicon?

**A.** No. The gap is close to silicon's, roughly 1.1 eV, but a real vacancy is not ideal. These are estimates for the T$_2$ state, with the other parameters held fixed; the shifts come from the 250-site cell unless another is named:

- Moving the four neighbours outward by 5% of a bond, with hopping varying as the inverse square of distance, shifts it by $+0.17$ eV to first order.
- Adding direct hopping between the four neighbours of the vacancy, which are second neighbours of each other, at 10% of the nearest-neighbour strength, a rough assumption, shifts it by $+0.15$ eV to first order. Second-neighbour hopping elsewhere in the crystal is not included.
- Two electrons 0.38 nm apart, the distance between neighbours of the vacancy, repel by $e^2/(\epsilon_r d)\approx0.31$ eV in Gaussian units, with a rough permittivity $\epsilon_r=12$.
- Spin-orbit coupling splits the level by about 0.001 eV on a $12^3$ mesh, if the valence top splits by roughly 0.04 eV; the 250-site cell gives 0.003 eV, so this small number is sensitive to cell size. The thermal energy at 300 K is 0.026 eV.

The position is therefore uncertain by a few tenths of an eV. A partly filled T$_2$ level also favours a distortion that lowers the symmetry. Pairing the neighbours by 5% of a bond barely splits T$_2$ here. In the 250-site cell the expectation value of the changed hopping gives 0.0005 eV and the full solution 0.002 eV; on a $12^3$ mesh the full splitting is below 0.001 eV. None of these values is an estimate for silicon: the model has no direct hopping between the neighbours, so it omits the change in that hopping as they approach.

**Q.** And the A$_1$ level, only 0.05 eV below T$_2$?

**A.** Its place in the gap is the least reliable feature. Let the four hybrids couple directly through an element $-\tau$. Their symmetric combination shifts by $-3\tau$, and the three orthogonal to it by $+\tau$. Since A$_1$ and T$_2$ have nearly the same hybrid weight, the T$_2$ shift of $+0.15$ eV should go with roughly $-0.5$ eV for A$_1$, enough to carry it from 0.44 eV to about the valence top. Diagonalizing the 250-site cell with the direct hopping included moves the main A$_1$ state from 0.40 to $-0.12$ eV, below the valence top of the perfect crystal. That position is not converged: the 128-site cell gives $-0.2$ eV, and on a $24^3$ mesh the state is a narrow resonance near $-0.04$ eV. Self-consistent calculations for undistorted silicon generally put A$_1$ in the valence band, which leaves two electrons for T$_2$ in the gap. The determinant condition is a theorem about the chosen $H$; the levels it yields are as good as that $H$ and the assumption that nothing relaxes. The numerical output below lists most of the values used here.

## Table of computed values

```
chain: site energies A, B = 0.5, -0.5 eV; t1, t2 = 1.5, 1.0 eV
chain: gap from -0.7071 to 0.7071 eV
chain: level without one A atom = -0.5000 eV
chain: B amplitude ratio between cells = -0.6667
site energies s, p, s* = -4.2, 1.7, 6.7 eV
V_ss, V_xx, V_xy = -8.3, 1.7, 4.6 eV
V_sp, V_s*p = 5.7, 5.4 eV
host gap = 1.1332 eV, minimum at 0.731 of Gamma-X
128-site cell, zeros of G_vv (eV): 0.341736, 0.529845, 0.529845, 0.529845
128-site cell, direct levels (eV): 0.341736, 0.529845, 0.529845, 0.529845
250-site cell, zeros of G_vv (eV): 0.398778, 0.505787, 0.505787, 0.505787
250-site cell, direct levels (eV): 0.398778, 0.505787, 0.505787, 0.505787
250-site cell: valence states 500 before, 496 after removal
neutral vacancy: electrons in all gap levels = 4
mesh 8^3: T2 level 0.489957 eV, A1 levels in gap (eV): 0.432014
mesh 12^3: T2 level 0.488077 eV, A1 levels in gap (eV): 0.435719
mesh 16^3: T2 level 0.487909 eV, A1 levels in gap (eV): 0.436038
mesh 20^3: T2 level 0.487891 eV, A1 levels in gap (eV): 0.436073
mesh 24^3: T2 level 0.487889 eV, A1 levels in gap (eV): 0.436077
mesh 28^3: T2 level 0.487888 eV, A1 levels in gap (eV): 0.436078
T2 level below conduction edge = 0.6453 eV
E = 0.1000 eV: G_p = +0.06977, A1 eigenvalues -0.32818, +0.00956 1/eV
E = 0.3333 eV: G_p = +0.02552, A1 eigenvalues -0.37674, +0.00297 1/eV
E = 0.5666 eV: G_p = -0.01311, A1 eigenvalues -0.44555, -0.00390 1/eV
E = 0.7999 eV: G_p = -0.05674, A1 eigenvalues -0.55397, -0.01148 1/eV
E = 1.0332 eV: G_p = -0.12537, A1 eigenvalues -0.77281, -0.02057 1/eV
dG_p/dE at the T2 level = -0.16472 1/eV^2
U = 100 eV: T2 shift -0.060890 eV, leading law -0.060708 eV
U = 1000 eV: T2 shift -0.006074 eV, leading law -0.006071 eV
T2 state: norm of G f = 0.16472 1/eV^2
T2 weight on the four neighbours = 0.6502
T2 weight in their four dangling sp3 hybrids = 0.5854
T2 weight within 1 nm (lattice constant 0.54 nm) = 0.9832
250-site cell: T2 neighbour weight = 0.6322
neighbours 5% of a bond outward: mean T2 shift +0.1716 eV
pairing by 5% of a bond: T2 splitting 0.0005 eV
second-neighbour hopping 10% of first: T2 shift +0.1542 eV
spin-orbit: rough valence splitting 0.04 eV, T2 splitting 0.0033 eV
repulsion at 0.382 nm, rough permittivity 12: 0.314 eV
thermal energy at 300 K = 0.0259 eV
```
